\section*{Second-Order g-Shifts and the Limits of Linearity in Spin–Orbit Coupling, part 1}

(Sections cited here and not found follow in the second part.)

\section{The shift to first order in spin--orbit coupling}

Q: A free electron has $g_e=2.0023$. An unpaired electron in a molecule has a different $g$, and the difference depends on the direction of the field. If the orbital ground state is not degenerate, its orbital angular momentum averages to zero. What is left to change $g$?

A: The average vanishes, but the operator still connects the ground orbital to others. Spin--orbit coupling makes similar connections, and it carries the spin. Going out with one operator and back with the other gives an energy containing both the field and the spin, which is the form of a Zeeman energy. To make this quantitative we need both operators, with their signs.

I use Hartree atomic units, in which the Bohr magneton is $1/2$ and the speed of light is $c=1/\alpha$. The electron has charge $-1$, so a magnetic field enters through $\mathbf p\to\mathbf p+\mathbf A$. For a uniform field take $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, which has zero divergence. Then
\begin{equation}
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+O(B^2),
\end{equation}
and
\begin{equation}
\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p
=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12\mathbf B\cdot\mathbf l .
\end{equation}
This is the orbital Zeeman term. The spin adds $\tfrac12g_e\mathbf B\cdot\mathbf s$, where $\mathbf s$ is half the vector of Pauli matrices.

Q: And the spin--orbit term? I would rather not take its factor of one half on trust.

A: Write the Dirac equation for upper and lower components $\varphi$ and $\chi$, with the rest energy subtracted:
\begin{align}
V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=E\varphi,\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi&=E\chi .
\end{align}
The second line gives
\begin{equation}
\chi=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi}{2c^2+E-V}
\approx\frac1{2c}\Bigl(1-\frac{E-V}{2c^2}\Bigr)\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\end{equation}
Inserted in the first line, the correction term is
\begin{equation}
\frac1{4c^2}\,\boldsymbol\sigma\cdot\mathbf p\,(V-E)\,\boldsymbol\sigma\cdot\mathbf p .
\end{equation}
Now use $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$. In the cross product $\mathbf p\times V\mathbf p$ the part with both momenta acting to the right vanishes, because $\mathbf p\times\mathbf p=0$. What remains is $(-i\nabla V)\times\mathbf p$, so the spin-dependent part is
\begin{equation}
\frac1{4c^2}\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
=\frac{1}{4c^2}\frac{V'}{r}\,\boldsymbol\sigma\cdot\mathbf l
=\xi(r)\,\mathbf l\cdot\mathbf s,\qquad
\xi=\frac{\alpha^2}{2}\frac{V'(r)}{r}.
\end{equation}
Here $V$ is spherical, $\nabla V=V'\mathbf r/r$, and $\boldsymbol\sigma=2\mathbf s$. Renormalizing $\varphi$ at this order involves $p^2$ and its commutators with $V$, which contain no spin. For an electron attracted to a nucleus $V'>0$, hence $\xi>0$.

To keep the next steps general, write the spin--orbit operator as $\sum_bh_bs_b$. Near one nucleus $h_b=\xi l_b$.

Q: What precisely do you assume about the electron?

A: It occupies a real, non-degenerate orbital $o$ of a spin-free Hamiltonian, with orbitals $p$ and energies $\varepsilon_p$. These orbitals are the same for both spins and stay fixed when the perturbations act. I measure $\mathbf l$ from the heavy nucleus. I leave out the kinetic correction to the spin Zeeman term and the field-dependent part of the spin--orbit operator, so the result is one contribution to $g$, and it can depend on the chosen origin.

In real orbitals both $l_a$ and $h_b$ have imaginary matrix elements. Since they are Hermitian, those elements are antisymmetric:
\begin{equation}
\langle p|l_a|o\rangle=-\langle o|l_a|p\rangle,\qquad
\langle p|h_b|o\rangle=-\langle o|h_b|p\rangle .
\label{anti}
\end{equation}
Setting $p=o$ gives $\langle o|l_a|o\rangle=\langle o|h_b|o\rangle=0$. At first order the two spin states of $o$ therefore feel the term $\tfrac12g_e\mathbf B\cdot\mathbf s$ and nothing else.

Q: Then go to second order, but the ground level is a spin doublet. Ordinary non-degenerate perturbation theory does not apply.

A: Split the state into its part $\psi_P$ in the doublet and its part $\psi_Q$ outside. With total perturbation $W$, the outside part of the Schrödinger equation is $(E-H_{QQ})\psi_Q=W_{QP}\psi_P$. Solving for $\psi_Q$ and inserting it in the doublet part gives the operator $W_{PQ}(E-H_{QQ})^{-1}W_{QP}$. To second order in $W$ one may replace $E$ by $\varepsilon_o$ and $H_{QQ}$ by its unperturbed value. The result is a $2\times2$ operator on the spin,
\begin{equation}
H^{(2)}=\sum_{p\ne o}\frac{\langle o|W|p\rangle\langle p|W|o\rangle}{\varepsilon_o-\varepsilon_p},
\qquad W=\tfrac12\sum_aB_al_a+\sum_bh_bs_b .
\end{equation}
The spin Zeeman term has dropped out because it cannot change the orbital.

The products containing one $B$ and one spin are
\begin{equation}
\frac12\sum_{ab}B_as_b\sum_{p\ne o}
\frac{\langle o|l_a|p\rangle\langle p|h_b|o\rangle+\langle o|h_b|p\rangle\langle p|l_a|o\rangle}
{\varepsilon_o-\varepsilon_p}.
\end{equation}
By \eqref{anti}, reversing both matrix elements in the second product gives two minus signs. It equals the first product, so the numerator is twice that product. Comparing with
\begin{equation}
H_{\rm eff}=\frac12\sum_{ab}B_a(g_e\delta_{ab}+\Delta g_{ab})s_b
\label{heff}
\end{equation}
we obtain
\begin{equation}
\boxed{\Delta g_{ab}=2\sum_{p\ne o}
\frac{\langle o|l_a|p\rangle\langle p|h_b|o\rangle}{\varepsilon_o-\varepsilon_p}.}
\label{shift}
\end{equation}

Q: You kept one kind of product. Could two spin--orbit factors split the doublet without a field?

A: No. They give $\sum_{ab}K_{ab}s_as_b$, where $K_{ab}=\sum_p\langle o|h_a|p\rangle\langle p|h_b|o\rangle/(\varepsilon_o-\varepsilon_p)$. By \eqref{anti} $K$ is symmetric. For spin one half, $s_as_b=\tfrac14\delta_{ab}+\tfrac i2\sum_c\epsilon_{abc}s_c$. The antisymmetric part cancels against the symmetric $K$, and a constant remains. The product of two field terms contains no spin and shifts both levels equally.

Q: The formula is called second order, yet it is linear in the spin--orbit operator. Which is it?

A: Both. It is second order in the total perturbation, with one power spent on the field and one on spin--orbit coupling. A term with one field factor and two spin--orbit factors also changes $g$, but it belongs to third order and is absent from \eqref{shift}. Dropping it requires the spin--orbit matrix elements to be small compared with the gaps between $o$ and the other orbitals. Even then, where a component of \eqref{shift} vanishes, the third-order term can be the leading one.

Q: A real molecule has filled orbitals beneath $o$. Your sum runs over every $p$, including filled ones. Does the Pauli principle not forbid an electron to go there?

A: For independent electrons the complete sum is still right. With $B=0$ the one-electron Hamiltonian, including spin--orbit coupling, is unchanged by time reversal: $h_b$ and $s_b$ both change sign. Its levels are therefore Kramers pairs, $\phi$ and its time-reversed partner. The magnetic operator $\mathbf l+g_e\mathbf s$ changes sign under time reversal, so its expectation values in the two partners are opposite. A filled pair contributes zero.

The two many-electron ground states differ in which member of the half-filled pair is occupied. Their magnetic matrix elements are thus those of that single pair. It is the pair that grows out of $o$ in the one-electron problem, where the Pauli principle excludes nothing and $p$ runs over all other orbitals. In many-electron language, the excitation from $o$ into a filled orbital is forbidden, and the excitation from that filled orbital into the hole in $o$ supplies the corresponding term.

The sign is informative. For $h_b=\zeta l_b$ with a constant $\zeta>0$,
\begin{equation}
\Delta g_{aa}=2\zeta\sum_{p\ne o}\frac{|\langle o|l_a|p\rangle|^2}{\varepsilon_o-\varepsilon_p}.
\end{equation}
Filled orbitals below $o$ have positive denominators and raise $g$. Empty orbitals above have negative ones and lower it.

The numerical check tests \eqref{shift} with three electrons in four orbitals and random imaginary $l_a$ and $h_b$. The many-electron matrix is diagonalized and the slope of its $g$-tensor at zero spin--orbit strength is compared with the sum. The largest component of $\Delta g$ per unit of strength is $1.35$, and the largest deviation is $2.4\times10^{-6}$.

Q: How do you compare tensors, when the basis of the doublet can be rotated at will?

A: By \eqref{heff} the spin feels the vector $v_b=\sum_aB_ag_{ab}$, and the splitting is $\tfrac12|\mathbf v|$. Its square contains $\sum_{aa'}B_a(gg^{T})_{aa'}B_{a'}$. Hence the splittings determine $G=gg^T$. To first order,
\begin{equation}
G=g_e^2\,\mathbf 1+g_e(\Delta g+\Delta g^T),
\end{equation}
so the comparison is made for the symmetric part.

Q: Does a density functional calculation meet your assumption of fixed orbitals?

A: It does at this order if the potential depends on the total density alone and is common to both spins. The field changes a real orbital into $o+i\eta$, with $\eta$ real and proportional to $B$. The density becomes $o^2+\eta^2$, with no linear change. Spin--orbit coupling gives $o+i\eta_bs_b$, and the linear terms $i o\eta_bs_b-i o\eta_bs_b$ cancel in the density too. The same holds for filled orbitals. With exact exchange the argument fails, because the potential depends on products such as $o(\mathbf r)o(\mathbf r')$, whose linear change $i[\eta(\mathbf r)o(\mathbf r')-o(\mathbf r)\eta(\mathbf r')]$ need not vanish.

Q: Give me a case simple enough to check by hand.

A: Put one electron in a $p$ shell whose orbital $p_z$ lies at energy zero, with $p_x$ and $p_y$ at $\Delta>0$. The three have the same radial function $u(r)/r$, with $\int u^2dr=1$, so $\xi$ may be replaced by its radial average
\begin{equation}
\zeta=\int_0^\infty u^2(r)\,\xi(r)\,dr
=\frac{\alpha^2}{2}\int_0^\infty u^2\,\frac{V'}{r}\,dr .
\label{zeta}
\end{equation}
The angular part of $p_z$ is proportional to $z$, and
\begin{align}
l_xz&=-i(y\partial_z-z\partial_y)z=-iy,\\
l_yz&=-i(z\partial_x-x\partial_z)z=+ix,\\
l_zz&=-i(x\partial_y-y\partial_x)z=0 .
\end{align}
For a field along $x$ one orbital, $p_y$, contributes, with squared matrix element 1 and denominator $-\Delta$. The $y$ direction is equivalent. Therefore
\begin{equation}
\Delta g_\perp=-\frac{2\zeta}{\Delta},\qquad \Delta g_\parallel=0
\quad\text{(linear formula)} .
\label{linear}
\end{equation}

Q: Where does the nucleus enter, and why should a heavy one matter for a valence electron that is hardly ever near it?

A: Through the weight $V'/r$ in \eqref{zeta}. Close to the nucleus $V'\approx Z/r^2$, so $\xi\propto Z/r^3$. A $p$ orbital has $u^2\propto r^4$ there, which keeps the integral finite. Farther out, screening reduces the charge and $r^{-3}$ falls quickly.

To see the sizes I solve the non-relativistic radial equation for the outer $p$ orbital of five atoms,
\begin{equation}
-\tfrac12u''+\Bigl(\frac1{r^2}+V\Bigr)u=Eu ,
\end{equation}
in the Thomas--Fermi potential. That potential follows from the local density $n=(-2V)^{3/2}/(3\pi^2)$ and Poisson's equation $\nabla^2(-V)=4\pi n$. With $-V=Z\phi(r/b)/r$ and $q=r/b$ they give
\begin{equation}
\phi''(q)=\frac{\phi^{3/2}}{\sqrt q},\qquad
b=\frac12\Bigl(\frac{3\pi}{4}\Bigr)^{2/3}Z^{-1/3},
\end{equation}
with $\phi(0)=1$ and $\phi\to0$ far away. Where $Z\phi<1$, I use $V=-1/r$, the Latter tail, since an electron far out sees a singly charged ion. The results are as follows; $r_{90}$ is the radius inside which 90\% of $\zeta$ is collected.

\begin{center}
\begin{tabular}{lccc}
 & $\zeta$ (millihartree) & $r_{90}$ (bohr) & electron inside\\
B & 0.0061 & 1.75 & 0.057\\
Al & 0.0765 & 0.34 & 0.0014\\
Ga & 1.94 & 0.118 & 0.0006\\
In & 2.23 & 0.071 & 0.00009\\
Tl & 11.70 & 0.041 & 0.00006
\end{tabular}
\end{center}

In thallium 90\% of $\zeta$ comes from a region holding about six parts in $10^5$ of the electron. A wrong orbital there could spoil the $g$-shift while hardly changing the charge distribution. The five orbital energies lie between $-0.146$ and $-0.118$ hartree, so the growth of $\zeta$ does not reflect stronger binding.

Q: The growth is uneven, and boron does not look like a nuclear-region property at all.

A: Both remarks are correct for this model. From Ga to In the computed $\zeta$ rises by 15\%, from In to Tl by a factor of 5.3. These steps belong to the model potential and are not a trend of the real atoms: the measured fine-structure splittings of Ga and In, roughly $800$ and $2200\ \mathrm{cm}^{-1}$, differ by nearly a factor of three. For boron the model is poor: the energy $-0.1315$ hartree is close to $-1/8$, the $n=2$ level of a bare $-1/r$ potential, and 94\% of the electron lies outside $1.75$ bohr. The boron entry describes an electron mostly in the tail, and should not be read as a value for the real atom. The other entries share this weakness: the fraction of the electron in the $-1/r$ tail is 98\% for B and Al, 81\% for Ga, 92\% for In and 82\% for Tl, and the model binding energies are well below the measured ionization energies of $0.21$ to $0.30$ hartree. Compared with two thirds of the measured fine-structure splitting, the model $\zeta$ is too small by factors of about 7.6 (B), 4.5 (Al), 1.3 (Ga), 3.0 (In) and 2.0 (Tl).

\section{The Kramers doublet beyond first order}

The first half treated one unpaired electron with orbital Zeeman coupling $\tfrac12\mathbf B\cdot\mathbf l$ and spin--orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$, in atomic units. In the $p$-shell model $p_z$ lies at zero and $p_x,p_y$ lie at $\Delta>0$. The formula linear in $\zeta$ gives $\Delta g_\perp=-2\zeta/\Delta$ and $\Delta g_\parallel=0$, relative to $g_e=2.0023$. The subscripts refer to fields perpendicular and parallel to the $z$ axis. From here on $x=\zeta/\Delta$ denotes the coupling ratio; as a subscript, $x$ still names an axis.

We now have the $g$-shift linear in spin--orbit coupling as a sum over orbitals, its value in the $p$-shell model, and model values of $\zeta$ for five atoms. It remains to solve the $p$-shell model without assuming that $\zeta$ is small, and to find where the linear formula fails.
